# The free Dirac resolvent kernel, its two cuts and the gap

Q: You say that the free Dirac equation with a source can be solved in closed form in position space. Before I believe a formula, I want to know which problem it solves.

A: The Hamiltonian is
$$H=\boldsymbol\alpha\cdot\mathbf p+\beta m,\qquad \mathbf p=-i\nabla,\qquad m>0,$$
in units with $\hbar=c=1$. It acts on square-integrable functions with four components. The matrices are Hermitian and obey
$$\alpha_i\alpha_j+\alpha_j\alpha_i=2\delta_{ij},\qquad \alpha_i\beta+\beta\alpha_i=0,\qquad \beta^2=1.$$
When I quote single elements, $\beta=\mathrm{diag}(1,1,-1,-1)$ and the $\alpha_i$ have the Pauli matrices in their off-diagonal blocks.

For a complex number $z$ and a source $f$, we want the solution of $(H-z)\psi=f$ in the form
$$\psi(\mathbf x)=\int G(\mathbf x-\mathbf y;z)\,f(\mathbf y)\,d^3y .$$
So $G$ is the kernel of the resolvent $(H-z)^{-1}$. With the opposite convention, $(z-H)^{-1}$, every $G$ below would change sign.

Q: This is a system of four coupled first-order equations. Why should it be easier than it looks?

A: Because $H^2$ contains no matrices. Multiplying out,
$$H^2=\alpha_i\alpha_j\,p_ip_j+m(\alpha_i\beta+\beta\alpha_i)p_i+\beta^2m^2 .$$
The product $p_ip_j$ is symmetric in $i$ and $j$, so $\alpha_i\alpha_j$ may be replaced by half its anticommutator, $\delta_{ij}$. The middle term vanishes, and $H^2=p^2+m^2$. Therefore
$$(H-z)(H+z)=H^2-z^2=p^2-k^2,\qquad k^2=z^2-m^2 .$$
All these operators commute, so
$$(H-z)^{-1}=(H+z)\,(p^2-k^2)^{-1},$$
provided that $p^2-k^2$ can be inverted.

Q: And when can it not?

A: In momentum space $p^2$ becomes the number $q^2\ge0$. The inverse is bounded unless $k^2$ is real and non-negative. In that case $z^2=m^2+k^2\ge m^2$, so $z$ is real with $|z|\ge m$. We stay away from these two half-lines for now.

Q: Then you need the kernel of $(p^2-k^2)^{-1}$. Please don't just quote it.

A: It is the solution $g$ of
$$(-\nabla^2-k^2)\,g=\delta(\mathbf r),\qquad \mathbf r=\mathbf x-\mathbf y .$$
The operator is invariant under rotations, so $g$ depends on $r=|\mathbf r|$ alone. Put $g=u(r)/r$. For $r>0$ we have $\nabla^2(u/r)=u''/r$, hence $u''+k^2u=0$ and
$$g=\frac{A\,e^{ikr}+B\,e^{-ikr}}{r}.$$
Let $k$ be the root with $\mathrm{Im}\,k>0$. The second term then grows exponentially and cannot belong to a bounded operator, so $B=0$.

To find $A$, integrate the equation over a small ball of radius $r$. The term $k^2\int g\,d^3r$ vanishes with the ball, because $1/r$ is integrable in three dimensions. The gradient term gives
$$-4\pi r^2\frac{dg}{dr}=-4\pi r^2A\left(\frac{ik}{r}-\frac1{r^2}\right)e^{ikr}\;\longrightarrow\;4\pi A .$$
This must equal 1, so
$$g(r)=\frac{e^{ikr}}{4\pi r},\qquad \mathrm{Im}\,k>0 .$$

Q: You threw away the growing solution by decree. Both roots have the same $k^2$.

A: The requirement is that a square-integrable source gives a square-integrable answer. With the decaying root,
$$\int|g|\,d^3r=\int_0^\infty r\,e^{-r\,\mathrm{Im}k}\,dr=\frac1{(\mathrm{Im}\,k)^2},$$
which is finite, and convolution with an integrable function maps square-integrable functions to square-integrable functions. The answer is also unique. The difference of two such solutions has a Fourier transform $\hat h$ with $(q^2-k^2)\hat h=0$, and since $q^2-k^2$ has no zero, $\hat h=0$.

The numerical check applies the final kernel to a Gaussian source at six values of $z$ and compares it with numerical inversion of the $4\times4$ matrices in momentum space. With the right root, no matrix element is off by more than about $10^{-9}$ in absolute value. With the other root, the largest error is at least 4.8 at every $z$ tried.

Q: Then how do I pick the root in practice? Is $k=\sqrt{z^2-m^2}$ enough?

A: Not with the principal square root, whose real part is non-negative. Write $z=x+iy$. Then $\mathrm{Im}\,k^2=2xy$, and for $xy\neq0$ the principal root has an imaginary part of the same sign as $xy$. It is negative in the second and fourth quadrants. A safe form is
$$k=i\sqrt{m^2-z^2}$$
with the principal root. That root has a positive real part unless $m^2-z^2$ is real and not positive, which happens on the two excluded half-lines. So $\mathrm{Im}\,k>0$ everywhere else.

Take $m=1$ and $z=-1.2+0.7i$. Then $k^2=1.44-0.49-1-1.68i=-0.05-1.68i$. The right root is $k=-0.903+0.930i$, while the principal root of $z^2-1$ is its negative.

Q: Now apply $H+z$. I expect a gradient, and perhaps a delta function hiding at the origin.

A: With $\mathbf n=\mathbf r/r$, the chain rule gives
$$-i\nabla g=-i\,\mathbf n\,\frac{dg}{dr}=-i\,\mathbf n\left(ik-\frac1r\right)g=\mathbf n\left(k+\frac ir\right)g .$$
For a delta function, look at the boundary term left by partial integration outside a small ball of radius $\epsilon$. The surface has area of order $\epsilon^2$ and $g$ is of order $1/\epsilon$, so the term vanishes. There is no delta function at first order, and
$$G(\mathbf r;z)=(\boldsymbol\alpha\cdot\mathbf p+\beta m+z)\frac{e^{ikr}}{4\pi r}
=\left[\left(k+\frac ir\right)\boldsymbol\alpha\cdot\mathbf n+\beta m+z\right]\frac{e^{ikr}}{4\pi r}.$$

Q: If there is no delta function in $G$, where does the source in $(H-z)G=\delta(\mathbf r)$ come from?

A: From the next derivative, acting on the $1/r^2$ part of $G$. Integrate $\boldsymbol\alpha\cdot\mathbf p\,G$ over a ball. The divergence theorem turns it into a surface integral, and $(\boldsymbol\alpha\cdot\mathbf n)^2=1$:
$$-i\oint\boldsymbol\alpha\cdot\mathbf n\,G\,dS=-i\,4\pi r^2\left(k+\frac ir\right)\frac{e^{ikr}}{4\pi r}=(1-ikr)\,e^{ikr}.$$
The terms with $\beta m+z$ carry one factor $\mathbf n$ and average to zero. As $r\to0$ the result tends to the unit matrix. The remaining part, the volume integral of $(\beta m-z)G$, vanishes because $1/r^2$ is integrable. For $m=1$ and $z=0.6$ the surface integral is 0.99697 at $r=0.1$ and 0.99997 at $r=0.01$.

Q: In Hartree atomic units $c$ is not 1. What changes?

A: There $H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2$, so $(H-z)(H+z)=c^2(p^2-k^2)$ with $k^2=(z^2-m^2c^4)/c^2$. The kernel is $(c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+z)\,e^{ikr}/(4\pi c^2r)$. I keep $c=1$, and in the numbers also $m=1$. The unit of length is then $\hbar/(mc)$, which is 0.0072974 bohr.

Q: Back to the excluded half-lines. You found that your construction fails there. That does not prove that the resolvent does.

A: Fair. In momentum space $H$ becomes the Hermitian matrix $\boldsymbol\alpha\cdot\mathbf q+\beta m$, whose square is $\omega^2=q^2+m^2$. Its eigenvalues are therefore $\pm\omega$, and since its trace is zero, each occurs twice. As $q$ runs from 0 to infinity, they fill $[m,\infty)$ and $(-\infty,-m]$. The inverse of a Hermitian matrix minus $z$ has norm one over the distance from $z$ to the nearest eigenvalue. Taking the largest value over all $\mathbf q$,
$$\|(H-z)^{-1}\|=\frac1{\mathrm{dist}(z,\text{half-lines})}.$$
This diverges as $z$ approaches any point of either half-line, so both belong entirely to the spectrum, and nothing else does. For $z=0.6$ the nearest point is 1 and the norm is $1/0.4=2.5$. For $z=\pm1.25+0.1i$ it is $1/0.1=10$.

There are no normalizable eigenstates. An eigenfunction of energy $E$ would need a Fourier transform confined to $q^2=E^2-m^2$, a set of zero volume.

Q: So what does the kernel do in the gap, $-m<E<m$?

A: There $k$ is purely imaginary:
$$k=i\kappa,\qquad \kappa=\sqrt{m^2-E^2},$$
and the kernel carries the factor $e^{-\kappa r}$. With $m=1$:

- $E=0$: $\kappa=1$, decay length 1.
- $E=0.6$: $\kappa=\sqrt{1-0.36}=0.8$, decay length 1.25.
- $E=0.8$: $\kappa=\sqrt{1-0.64}=0.6$, decay length 1.667.

The decay is fastest at mid-gap, where the length is $\hbar/(mc)$, and the length diverges at both edges. The gap has width $2mc^2$, about $3.756\times10^4$ hartree.

For a look at the matrix, take $E=0.6$ and $r=1$ along the third axis. The elements $G_{11}$, $G_{33}$ and $G_{13}$ share the factor $g$ and have coefficients $1+0.6$, $-1+0.6$ and $i(0.8+1)$. Their values are 0.0572, $-0.0143$ and $0.0644\,i$.

Q: An imaginary element at a real energy? The resolvent should be self-adjoint there.

A: It is. Self-adjointness relates the kernel at $\mathbf r$ to the one at $-\mathbf r$, since taking the adjoint also exchanges $\mathbf x$ and $\mathbf y$. From $k=i\sqrt{m^2-z^2}$ follows $k(z^*)=-k(z)^*$. Hence
$$G(-\mathbf r;z^*)=\left[-\left(-k^*+\frac ir\right)\boldsymbol\alpha\cdot\mathbf n+\beta m+z^*\right]\frac{e^{-ik^*r}}{4\pi r}=G(\mathbf r;z)^\dagger .$$
For real $z$ in the gap this is the required symmetry. The imaginary coefficient of $\boldsymbol\alpha\cdot\mathbf n$ is compensated by the change of sign of $\mathbf n$.

Q: On the half-lines themselves the factor no longer decays. Which sign of $k$ holds there?

A: It depends on the side from which you approach. Let $E$ be real with $|E|>m$, let $p=\sqrt{E^2-m^2}$ now denote a positive number, and set $z=E\pm i\eta$ with small $\eta>0$. To first order in $\eta$,
$$k^2=p^2\pm2iE\eta .$$
Try $k=sp+i\delta$ with $s=\pm1$ and small $\delta>0$. Then $k^2=p^2+2isp\,\delta$, so $sp\,\delta=\pm E\eta$. Since $\delta$, $p$ and $\eta$ are positive, $s=\pm\mathrm{sgn}(E)$:
$$k(E\pm i0)=\pm\,\mathrm{sgn}(E)\,p .$$
The two sides differ, so the half-lines are cuts of $G$. In the gap they agree, and the upper and lower half-planes are joined there. At $E=\pm1.25$ we have $p=\sqrt{1.5625-1}=0.75$. Just above the positive cut $k=0.75$, and just above the negative cut $k=-0.75$.

Q: That looks wrong. Above the negative cut the kernel contains $e^{-ipr}$, an incoming wave. Is $E+i0$ outgoing for one cut and incoming for the other?

A: The factor $e^{-ipr}$ is incoming only when it goes with a positive frequency. Here the time factor is $e^{-iEt}=e^{i|E|t}$, so the phase is $|E|t-pr$, and its surfaces of constant phase move outward. The group velocity agrees: from $E^2=k^2+m^2$ we get $dE/dk=k/E$, which is positive because $k$ and $E$ are both negative.

Q: Phases can mislead. Show me the current.

A: The probability current is $\psi^\dagger\boldsymbol\alpha\psi$. For a point source with spinor $\chi$, $\psi=G\chi$, so we need $\oint G^\dagger\boldsymbol\alpha\cdot\mathbf n\,G\,dS$. Write
$$G=a\,\boldsymbol\alpha\cdot\mathbf n+gM,\qquad a=\left(k+\frac ir\right)g,\qquad M=\beta m+E .$$
Using $(\boldsymbol\alpha\cdot\mathbf n)^2=1$,
$$G^\dagger\boldsymbol\alpha\cdot\mathbf n\,G=|a|^2\boldsymbol\alpha\cdot\mathbf n+(a^*g+g^*a)M+|g|^2M\,\boldsymbol\alpha\cdot\mathbf n\,M .$$
The first and last terms are odd in $\mathbf n$ and integrate to zero. For real $k$, $a^*g+g^*a=2k|g|^2=2k/(16\pi^2r^2)$. Multiplying by the area $4\pi r^2$,
$$\oint G^\dagger\boldsymbol\alpha\cdot\mathbf n\,G\,dS=\frac{k}{2\pi}(\beta m+E).$$
The radius has dropped out, as current conservation demands. The eigenvalues $E\pm m$ both have the sign of $E$, and above either cut $k$ has that sign too. The flux is then outward for every source spinor. Below the cuts $k$ is reversed and the flux is inward.

For $E=1.25$ on the upper side, a source in component 1 sends out $0.75\times2.25/(2\pi)=0.2686$, and one in component 3 sends out $0.75\times0.25/(2\pi)=0.0298$. For $E=-1.25$ the two values are exchanged.

Q: Does the jump across a cut have a meaning, or is it a matter of bookkeeping?

A: It counts states. For an eigenvalue $\lambda=\pm\omega$ of the momentum-space matrix of $H$,
$$\frac1{\lambda-E-i\eta}-\frac1{\lambda-E+i\eta}=\frac{2i\eta}{(\lambda-E)^2+\eta^2}\;\longrightarrow\;2\pi i\,\delta(\lambda-E).$$
So the jump divided by $2\pi i$ is the kernel $\rho$ of $\delta(H-E)$. In the form $G=(H+z)\,e^{ikr}/(4\pi r)$ only the exponential differs between the two sides as $\eta\to0$, and $e^{ispr}-e^{-ispr}=2is\sin pr$ with $s=\mathrm{sgn}(E)$. Hence
$$\rho(E;\mathbf r)=\frac{G(E+i0)-G(E-i0)}{2\pi i}=\mathrm{sgn}(E)\,(H+E)\,\frac{\sin pr}{4\pi^2r}.$$

As $r\to0$, $\sin(pr)/r\to p$. The matrices $\alpha_i$ and $\beta$ have zero trace, so
$$\mathrm{tr}\,\rho(E;0)=\mathrm{sgn}(E)\,4E\,\frac{p}{4\pi^2}=\frac{|E|\,p}{\pi^2}.$$
Direct counting agrees: two spin states in a momentum shell give $2\cdot4\pi p^2dp/(2\pi)^3=p^2dp/\pi^2$ per volume, and $p\,dp=|E|\,d|E|$. At $E=\pm1.25$ the density is $1.25\times0.75/\pi^2=0.0950$.

Q: The function $\sin(pr)/r$ depends on $E^2$ alone. How does the formula keep positive and negative energies apart?

A: Through the factor $H+E$. The sine term contains plane waves with $q^2=p^2$, on which $H$ has the eigenvalues $E$ and $-E$. The factor $\mathrm{sgn}(E)(H+E)$ gives $2|E|$ on the first and zero on the second. Each cut carries the states of its own sign of energy.

To see both cuts at work, build $e^{-H^2/2}$ by integrating $e^{-E^2/2}\rho(E;\mathbf r)$ over $E$. At $r=0.949$, element 11 receives 0.0199 from the upper cut and 0.0047 from the lower one, in total 0.0246. The sum can be found without any cut. Since $H^2=p^2+1$ as an operator, the Gaussian Fourier integral gives the kernel
$$e^{-1/2}\,(2\pi)^{-3/2}\,e^{-r^2/2}$$
times the unit matrix, which is again 0.0246. Neither cut alone would do. The program also tests each contribution separately against projectors obtained by diagonalization.

Q: What happens at the ends of the cuts? The norm of the resolvent diverges there, so I would expect a pole.

A: Look at the kernel itself. At $z=\pm m$ we have $k=0$ and
$$G(\mathbf r;\pm m)=\left[\frac ir\,\boldsymbol\alpha\cdot\mathbf n+m(\beta\pm1)\right]\frac1{4\pi r},$$
which is finite for every $r>0$. What fails is integrability at large distance. The first term falls as $1/r^2$ and the second as $1/r$, and neither is integrable over all space. The stronger divergence comes from the second term. Just inside the upper edge, at $E=m-\epsilon$, the lower diagonal block of that term integrates over all space to $(E-m)/\kappa^2\approx-1/(2m)$, which stays finite, while the upper block integrates to about $2m/\kappa^2$. Since $\kappa^2=(m-E)(m+E)\approx2m\epsilon$, this is $1/\epsilon$, the same growth as the norm. The magnitude of the first term integrates to $\int_0^\infty(\kappa r+1)\,e^{-\kappa r}\,dr=2/\kappa$, which grows only as $\epsilon^{-1/2}$. The divergence comes from long range and not from a pole.

The singularity is a branch point. With $z=m+\zeta$, $k^2=\zeta(2m+\zeta)$. One small turn around $\zeta=0$ changes the sign of $\sqrt\zeta$ and leaves the other factor alone, so $k\to-k$. The same holds at $-m$. A turn around both points changes two signs and restores $k$. Values with $\mathrm{Im}\,k<0$ form a second sheet, on which the formula still solves the differential equation but grows exponentially at large distance and is no longer the resolvent.

Q: Finally, this should contain the Schrödinger electron somewhere.

A: It sits near the upper edge. Put $z=m+\varepsilon$ with $|\varepsilon|\ll m$. Then $k^2=2m\varepsilon+\varepsilon^2\approx2m\varepsilon$, and the upper diagonal block has the coefficient $m+z\approx2m$. It becomes
$$\frac{2m\,e^{ikr}}{4\pi r},$$
the kernel of $2m(p^2-2m\varepsilon)^{-1}=(p^2/2m-\varepsilon)^{-1}$. Near the lower edge, with $z=-m+\zeta$, we have $k^2\approx-2m\zeta$ and the lower block has the coefficient $z-m\approx-2m$. The same form appears with a minus sign and with $-\zeta$ in place of $\varepsilon$.

Q: How good is the approximation at atomic scale?

A: Take an energy half a hartree below the edge and a distance of one bohr. With the fine-structure constant $a$, one hartree is $ma^2$ and one bohr is $1/(ma)$. So $\varepsilon=-ma^2/2$, and
$$\kappa=\sqrt{-2m\varepsilon-\varepsilon^2}=ma\sqrt{1-\frac{a^2}4}\approx ma\left(1-\frac{a^2}8\right).$$
The slower decay multiplies the kernel at one bohr by about $1+a^2/8$. The prefactor contributes $(m+z)/(2m)=1-a^2/4$. Together the ratio of the Dirac to the Schrödinger kernel is $1-a^2/8$ to leading order. The computed ratio is 0.9999933, and its deviation from 1 divided by $a^2$ is $-0.1250$.

The block that links upper and lower components, which the Schrödinger form leaves out, is larger in magnitude than this change of $a^2/8$. Relative to the upper block it has the size $(\kappa+1/r)/(m+z)\approx 2ma/(2m)=a$, or 0.0073.

Q: And where does the Schrödinger form break down, even at this small binding energy?

A: At both ends of the distance scale. The term $1/r$ in that last ratio makes the linking block as large as the upper one when $r$ is near $1/(2m)$, half of $\hbar/(mc)$. The upper block alone still matches the Schrödinger kernel there, with a ratio that tends to $1-a^2/4$ as $r\to0$, but it is no longer the dominant part of $G$. At large $r$ the small difference in $\kappa$ accumulates in the exponent as $ma^3r/8$, which reaches 1 at $r=8/a^2$ bohr. By then both kernels are vanishingly small, but their ratio is no longer close to 1.

## Numbers as computed

```
Units: hbar = c = m = 1 unless a unit is named
Gaussian source, largest error, right root: 1.3e-09
Gaussian source, smallest error, wrong root: 4.855
z = (-1.2+0.7j): right k = -0.9030+0.9303j
z = (-1.2+0.7j): principal sqrt(z^2-1) = 0.9030-0.9303j
source strength at r = 0.1, E = 0.6: 0.996966
source strength at r = 0.01, E = 0.6: 0.999968
resolvent norm at z = 0.6: 2.5000
resolvent norm at z = (1.25+0.1j): 10.0000
resolvent norm at z = (-1.25+0.1j): 10.0000
gap E = 0.0: kappa = 1.0000, decay length = 1.0000
gap E = 0.6: kappa = 0.8000, decay length = 1.2500
gap E = 0.8: kappa = 0.6000, decay length = 1.6667
E = 0.6, r = 1 along z: G11 = 0.05721, G33 = -0.01430
E = 0.6, r = 1 along z: G13 = 0.06436 i
gap width 2 m c^2 = 37557.73 hartree
shortest decay length = 0.0072974 bohr
E = 1.25, upper lip: k = 0.7500, flux 0.26857 (1), 0.02984 (3)
E = 1.25, lower lip: k = -0.7500, flux -0.26857 (1), -0.02984 (3)
E = -1.25, upper lip: k = -0.7500, flux 0.02984 (1), 0.26857 (3)
E = -1.25, lower lip: k = 0.7500, flux -0.02984 (1), -0.26857 (3)
states per energy and volume, E = 1.25: 0.09499
states per energy and volume, E = -1.25: 0.09499
exp(-H^2/2), upper cut, element 11: 0.019901
exp(-H^2/2), lower cut, element 11: 0.004654
exp(-H^2/2), both cuts, element 11: 0.024556
exp(-H^2/2), Gaussian formula: 0.024556
separation used for exp(-H^2/2): 0.9487
k after / before one turn around z = m: -1.0
k after / before one turn around z = -m: -1.0
k after / before one turn around both: 1.0
0.5 hartree below edge: decay length = 1.0000067 bohr
Dirac / Schroedinger kernel at 1 bohr: 0.99999334
(ratio - 1) / alpha_fs^2: -0.12500
|G31 / G11| at 1 bohr: 0.007297
```
